Choosing Bands and Basis for Projected COHP from Plane Waves

The form of the answer

A projected COHP analysis turns plane-wave bands into a local-orbital Hamiltonian, and the user sets two things: the M local orbitals per cell and the N bands projected on them. For two orbitals and two bands, the structure of the construction and symmetry already fix the form of the result. The energies that enter are the band energies ε_j, the projections are dimensionless, and the construction defined below is linear in the ε_j, so a rebuilt element H̃_AB is a sum of ε_j times dimensionless weights. Adding a constant c to the potential adds c times the unit matrix to a Hamiltonian in an orthonormal basis, so an element between two different orbitals must not change, and the weights must add to zero. The arbitrary phases of the bands must cancel, and a change of phase of orbital A or B must act on H̃_AB as it acts on u_A u_B*, with u the coefficients of a band. For two orbitals and two bands this leaves, at each k,

H̃_AB = (ε₂ − ε₁) × (dimensionless weight that transforms like u_A u_B*).

The bond energy of an occupied band 1 is therefore proportional to the gap to band 2, an empty band that enters through the setting alone. If band 2 is not a state that the orbitals describe, the gap is the wrong one. The weight turns out to be −u_A1 u_B1*, and the shift symmetry turns out to hold for N = M but not in general for N < M.

Hartree atomic units are used. The one-electron Hamiltonian H is fixed and spin-degenerate. The notation is one-dimensional, with cell length L, lattice vectors R and a uniform mesh of N_k points, and ⟨·⟩_k is the mesh average. The linear algebra at each k does not depend on the dimension.

Projection and spilling

The local basis at k consists of Bloch sums χ_μk(x) = Σ_R e^{ikR} φ_μ(x − τ_μ − R). Their coefficients on the plane waves e^{iqx}/√L, q = k + G, follow from an integral over one cell. Substituting x = y + R in term R gives the factor e^{ikR} e^{−i(k+G)R} = 1, and the cell integrals join into one over the whole line:

F_Gμ = L^{−1/2} ∫ e^{−iqy} φ_μ(y − τ_μ) dy = L^{−1/2} e^{−iqτ_μ} φ̂_μ(q),

with φ̂ the Fourier transform of the orbital centred at the origin. With Ψ the matrix whose columns are the plane-wave eigenvectors, the overlap is S = F†F, assumed positive definite, and the projections are T = F†Ψ.

The best local approximation to band j minimises

‖ψ_j − χc‖² = 1 − c†t_j − t_j†c + c†Sc,

where t_j is column j of T. The derivative with respect to c† vanishes for Sc = t_j, and inserting c = S⁻¹t_j gives the minimum

s_j = 1 − t_j†S⁻¹t_j = ⟨ψ_j|1 − P|ψ_j⟩,  P = χS⁻¹χ†.

P is a projector, since P² = χS⁻¹(χ†χ)S⁻¹χ† = P, so 0 ≤ s_j ≤ 1. The Sanchez-Portal spilling is the average of s_j over k and over bands; the charge spilling averages over occupied bands, the set spilling over all N chosen bands. A nonsingular change of basis χ → χY sends S⁻¹ to Y⁻¹S⁻¹Y†⁻¹ and leaves P unchanged: the spilling measures the span of the orbitals.

The Löwdin orbitals X = χS^{−1/2} are orthonormal, because X†X = S^{−1/2}SS^{−1/2} = 1. In this basis the projected bands are the columns a_j of the M × N matrix

A = S^{−1/2}T,  O = A†A = Ψ†PΨ,  s_j = 1 − O_jj.

Three facts about O are needed. First, the bands are orthogonal, so for i ≠ j, O_ij = −⟨ψ_i|Q|ψ_j⟩ with Q = 1 − P = Q², and the Cauchy–Schwarz inequality for the vectors Qψ_i, Qψ_j gives

|O_ij| ≤ √(s_i s_j).

Second, A = X†Ψ is the overlap of two orthonormal sets, so its singular values σ are the cosines of the principal angles between band space and orbital space, and O has eigenvalues σ². A small σ means that some combination of the chosen bands is nearly orthogonal to every orbital. Third, summing over all eigenstates of H gives Σ_all (1 − s_j) = tr P = M. For N = M the part inside the set is M − Σ_in s_j, so

Σ_in s_j = Σ_out (1 − s_j).

The summed spilling of a square set, M times its average, equals the orbital weight carried by the bands that were left out.

Reorthonormalisation

The columns a_j are neither normalised nor orthogonal. Write the singular value decomposition A = WΣV†, with W of size M × N and N ≤ M. Then O = VΣ²V†, O^{−1/2} = VΣ⁻¹V†, and the symmetric orthonormalisation is

U = AO^{−1/2} = WΣV†VΣ⁻¹V† = WV†,  U†U = 1.

U is the closest matrix with orthonormal columns. For any such Z,

‖A − Z‖_F² = Σσ_i² + N − 2 Re Σ_i σ_i (V†Z†W)_ii.

Each diagonal element is an overlap of two unit vectors and has modulus at most one; Z = WV† makes them all one, so the minimum is Σ(1 − σ_i)². The step replaces every σ by one, however small it was. For N > M, A has rank at most M, the N × N matrix O has a zero eigenvalue, and N orthonormal columns do not exist.

The rebuilt Hamiltonian and the number of bands

With ε the diagonal matrix of the chosen band energies,

H̃ = UεU† = Σ_j ε_j u_j u_j†,  H_χ = S^{1/2}H̃S^{1/2},

in the Löwdin and in the original basis. H̃u_j = ε_j u_j follows from U†U = 1, and c_j = S^{−1/2}u_j obeys H_χ c_j = S^{1/2}H̃u_j = ε_j S c_j. For N = M these are all the eigenvalues, and no spilling entered the argument. A projected band structure that lies on the plane-wave one at the mesh points is thus guaranteed by construction and says nothing about the quality of the projection.

Under ε → ε + c, H̃ → H̃ + cUU†. For N = M, U is unitary and UU† = 1, so off-diagonal elements are unchanged, as the symmetry demands. For N < M, UU† is a projector of rank N, whose off-diagonal elements need not vanish: the M − N missing local states have silently been given energy zero, and bond elements depend on where that zero lies.

Bond terms

With H̃_AB(k) = Σ_R e^{ikR} H_AB(R), where H_AB(R) couples A in cell 0 to B in cell R, define

H_AB(R) = ⟨e^{−ikR} H̃_AB(k)⟩_k,  D^j_AB(R) = ⟨u_Aj* u_Bj e^{ikR}⟩_k.

Summing over the N_k cells and using Σ_R e^{i(k′−k)R} = N_k δ_kk′,

Σ_R H_μν(R) D^j_μν(R) = ⟨u_μj* H̃_μν u_νj⟩_k.

The sum over μ and ν is ⟨u_j†H̃u_j⟩_k = ⟨ε_j⟩_k. The energy per cell of a doubly occupied band, 2⟨ε_j⟩_k, is thereby split into same-orbital terms and A–B terms. Since H_BA(R) = H_AB(−R)* and likewise for D, the AB and BA terms pair into twice the real part, and with the spin factor each bond receives

I_j(R) = 4 Re[H_AB(R) D^j_AB(R)].

The projected COHP is this expression with δ(E − ε_jk) inside the mesh average of D^j, summed over j; I_j is the area that band j contributes, negative for bonding, and the ICOHP is the sum over occupied bands. For N = M, Σ_j u_Aj* u_Bj = 0 at each k, hence Σ_j I_j(R) = 0: the empty bands of the set must carry an area opposite to the ICOHP.

The energy shift now has explicit consequences. For N = 1, H̃_AB changes by c u_A u_B*, whose transform is c D_AB(R)*, so I changes by 4c|D_AB(R)|². In the nonorthogonal basis with N = M, H_χ changes by cS, and the ICOHP built from H_χ and c_j changes by c times the ICOOP, the same expression with S(R) in place of H(R). The Löwdin basis is used here to avoid this; its price is that a Löwdin orbital has tails on neighbouring sites.

Two orbitals, two bands

Unitarity gives u₂u₂† = 1 − u₁u₁†, so

H̃ = ε₁u₁u₁† + ε₂(1 − u₁u₁†) = ε₂·1 − (ε₂ − ε₁) u₁u₁†,

H̃_AB = −(ε₂ − ε₁) u_A1 u_B1*.

This fixes the weight left open above. Multiplying by u_A1* u_B1 and using the sum over R,

Σ_R I₁(R) = −4 ⟨(ε₂ − ε₁) |u_A1|² |u_B1|²⟩_k.

Band 2 enters in two ways: through its energy, and through whatever the orthonormalisation did to u₁.

The matrix element of the true H between Löwdin orbitals shows what has been assumed. Inserting all eigenstates, H^L = X†HX = Σ_all ε_j a_j a_j†, and Σ_all a_j a_j† = X†X = 1. The off-diagonal element of the second relation, times ε₁, is zero and can be subtracted:

H^L_AB = Σ_{j≥2} (ε_j − ε₁) a_Aj a_Bj*,  Σ_{j≥2} a_Aj a_Bj* = −a_A1 a_B1*.

The direct element distributes a total weight −a_A1 a_B1* over all gaps according to the projections. The rebuilt element places the whole weight on the gap to the one band that was chosen. The two are close when the weight left on the other bands is small even after multiplication by their gaps, which for high bands are larger, and when u₁ is close to a₁; a small spilling alone can leave a relative difference of several times its size.

The change in u₁ has a closed form. For a 2 × 2 matrix adj A = (det A)A⁻¹. Write det A = σ₁σ₂e^{iφ}. Then (adj A)† = σ₁σ₂e^{−iφ} WΣ⁻¹V† = e^{−iφ} W diag(σ₂, σ₁)V†, and adding A = W diag(σ₁, σ₂)V† gives

A + e^{iφ}(adj A)† = (σ₁ + σ₂) U.

The first row of adj A is (A₂₂, −A₁₂), so the first column of its adjoint is (A₂₂*, −A₁₂*), and with a₂ = (a_A2, a_B2)

u₁ = [a₁ + e^{iφ}(a_B2*, −a_A2*)]/(σ₁ + σ₂).

Let â₁ = a₁/|a₁| be the occupied band normalised on its own. The unit vector orthogonal to it is w = (a_B1*, −a_A1*)/|a₁|. Its overlap with a₁ vanishes, and its overlap with the added vector is (a_B1 a_B2* + a_A1 a_A2*)/|a₁| = O₁₂*/|a₁|. The tilt θ of u₁ from â₁ is therefore

sin θ = |O₁₂| / (|a₁|(σ₁ + σ₂)) ≤ √(s₁s₂)/(1 − s₁),

where the bound uses |O₁₂| ≤ √(s₁s₂), σ₁ ≥ |a₁| and |a₁|² = 1 − s₁. With two well-represented bands the bound is of order s. With s₂ near one it is of order √s₁, much larger than the charge spilling itself. A second bound, |O₁₂| ≤ |a₁||a₂| with |a₂|² = 1 − s₂, gives sin θ ≤ √(1 − s₂)/(σ₁ + σ₂), so the tilt vanishes as s₂ → 1 and can approach √s₁ only while 1 − s₂ is not much smaller than s₁.

In the basis (â₁, w), u₁ = (cos θ, e^{iγ} sin θ) up to a phase, and u₁u₁† − â₁â₁† has diagonal (−sin²θ, sin²θ) and off-diagonal modulus sin θ cos θ. Its trace is zero and its determinant −sin⁴θ − sin²θ cos²θ = −sin²θ, so its eigenvalues are ±sin θ. The tilt hence changes H̃ by (ε₂ − ε₁) sin θ in spectral norm, and p = |u_A1|² by at most sin θ. Since |u_A1|²|u_B1|² = p(1 − p) has slope |1 − 2p| ≤ 1, it too changes by at most sin θ.

An unrepresented band for general M

Let N = M and A = [B, ηa], where the M − 1 columns of B are independent and the last band, the intruder with energy ε_x, has a projection of size η; A is invertible for η ≠ 0. At η = 0, O is block diagonal with blocks B†B and 0, so the last unit vector e_M is an eigenvector with eigenvalue zero, separated from the rest by the smallest eigenvalue of B†B. For η ≠ 0, O changes by O(η), and perturbation theory for an isolated eigenvalue gives an eigenvector v = e_M + O(η). Split off this singular pair, with left vector w_M:

U = A g(O) + w_M v†,

where g(O) equals O^{−1/2} on the complement of v and zero on v. The eigenvalues on the complement stay away from zero, so g(O) equals diag((B†B)^{−1/2}, 0) + O(η). For a column i < M the first term gives column i of B̃ = B(B†B)^{−1/2} plus O(η), and the second has size |v†e_i| = O(η). Unitarity then fixes the last column: u_M u_M† = 1 − B̃B̃† + O(η) = nn† + O(η), where n is the unit vector orthogonal to the columns of B. Hence

H̃ = B̃εB̃† + ε_x nn† + O(η).

The leftover local state n does not depend on the intruder and is simply handed its energy. If n in fact describes a band at ε_n that the intruder displaced from the set, the error relative to the set containing that band is the rank-one matrix (ε_x − ε_n)nn†, up to the tilts. It changes every H_AB for which n has amplitude on both orbitals, and so the ICOHP, while the COHP curve shows at ε_x an area for n computed with the altered H̃, which is not the area n has in the set containing its own band. The band-energy partition still closes: n is orthogonal to the occupied columns, so the error cancels between bond terms and same-orbital terms. The constant in O(η) grows as the smallest eigenvalue of B†B shrinks, and with two intruders the argument fails, because unitarity then fixes their common subspace but not the two vectors in it. For a random 4 × 4 case the remainder is 4.225 × 10⁻³ Ha at η = 10⁻³ and 4.227 × 10⁻⁴ Ha at η = 10⁻⁴, linear in η as tested.

A worked chain

The model is a chain with round parameters, L = 14 bohr, and wells −V exp(−(x − τ)²/w²), w = 1 bohr: A with V = 1.2 Ha at τ = −1.5 bohr, B with 1.0 Ha at +1.5 bohr, and an interstitial well C of depth V_C at 7 bohr. The potential is fixed, with no self-consistency. A and B carry normalised Gaussians (2α/π)^{1/4} exp(−αy²), α = 0.4 bohr⁻², with φ̂(q) = (2α/π)^{1/4}(π/α)^{1/2} exp(−q²/4α); C carries none. Two electrons per cell fill band 1. There are 61 plane waves and 24 k-points. The overlap is exp(−αd²/2) = exp(−1.8) = 0.16530 for d = 3 bohr, the printed S_AB. Bands and spillings were tested against finite differences with a least-squares fit (the three lowest energies agree to the six printed decimals), S and H elements against real-space quadrature, and H_AB(R), D_AB(R) against a supercell calculation with no k-phases. All values are in the numerical output below.

Clean case, V_C = 0. At k = 0 the spillings are 0.0040 and 0.0135, the singular values 0.9980 and 0.9932, and the tilt is 0.00007. The gap is 0.65090 − 0.43815 = 0.21275 Ha and u₁ = (0.8998, 0.4363), so H̃_AB = −0.21275 × 0.3926 = −0.0835 Ha. Over the mesh,

I₁(0) = 4 × (−0.08349) × 0.39255 = −0.1311 Ha = −3.57 eV.

Intruder case, V_C = 1.1 Ha. The mean band energies are −0.65107, −0.54372 and −0.43739 Ha, with spillings 0.0059, 0.9926 and 0.0187: an empty band on C has come between the bonding and the antibonding band. Take the lowest two bands. At k = 0, a₁ = (0.8964, 0.4352) and a₂ = (0.0617, 0.0015), so det A = 0.0013 − 0.0269 < 0 and e^{iφ} = −1. With σ₁ + σ₂ = 0.9981 + 0.0255 = 1.0236,

u₁ = (0.8964 − 0.0015, 0.4352 + 0.0617)/1.0236 = (0.874, 0.485),

sin θ = 0.05601/(0.9965 × 1.0236) = 0.0549,

where |a₁| = √(1 − 0.0070) = 0.9965. Here |O₁₂| = 0.056 lies under the bound √(0.0070 × 0.9962) = 0.084 and under the tighter |a₁||a₂| = 0.9965 × 0.0617 = 0.0615, and the tilt is about eight times s₁. The gap is 0.65117 − 0.54315 = 0.10802 Ha, so H̃_AB = −0.10802 × 0.8742 × 0.4855 = −0.04585 Ha. The direct element at the same k is −0.08714 Ha, against −0.08715 Ha in the clean chain. Its spectral sum shows where the weight lies: band 2 gives 0.10802 × 0.0617 × 0.0015 ≈ 0.00001 Ha, band 3 with a₃ = (0.4318, −0.8936) gives −0.21289 × 0.3859 = −0.0821 Ha, and the higher bands supply the remaining −0.0050 Ha. Over the mesh,

I₁(0) = 4 × (−0.04209) × 0.39203 = −0.0660 Ha = −1.80 eV,

a value tested to be stable to 10⁻⁴ Ha under doubling of the mesh. Half of the clean ICOHP is lost, while the charge spilling has moved from 0.0040 to 0.0059 and both band energies are reproduced. The set spilling, 0.4992, and the smallest σ on the mesh, 0.0255, do show the fault. Band 2, with 99% of its weight outside the basis, receives the antibonding area +0.0660 Ha.

Choosing at each k the two low-lying bands of smallest spilling selects bands 1 and 3 and gives 4 × (−0.08389) × 0.39261 ≈ −0.13175 Ha, within 0.5% of the clean value, with σ ≥ 0.9886 and tilt at most 0.0018. The mean gaps have the ratio 0.10735/0.21368 = 0.5024. Replacing u₁ by â₁ in the lowest-two set removes the tilt and gives −0.06615 Ha, which is 0.5021 of the selected value: the gap explains the loss, as tested.

The tilt matters less in the average than at k = 0. There u_A1 u_B1 rises from 0.8996 × 0.4368 = 0.393 to 0.424, by 8%, yet the mesh average is 0.3920, and I₁(0) differs from the untilted value by 0.2%. Other k-points must lie below the mean; that the sign follows the k-dependent phase of the coupling through C is a conjecture. The variation reappears in the distant pairs. If the gap g were constant, H_AB(R) = −g D(R)* and I₁(R) = −4g|D(R)|², so the terms with R ≠ 0 would add up to −4g times the variance of u_A1* u_B1 over k. The sum over R is −0.06661 Ha against −0.06601 Ha at R = 0, and 0.00060/(4 × 0.10735) = 0.0014 corresponds to a spread of about 0.04, comparable to the deviation 0.03 at k = 0. This is an estimate, since the gap also varies with k. In the clean and selected sets the sum and the R = 0 term agree to five decimals.

Adding the same Gaussian on C and taking the lowest three bands brings the spillings to 0.0040, 0.0066 and 0.0126, and the A–B areas to −0.13091, +0.00036 and +0.13055 Ha, which add to zero. The antibonding area has returned to band 3. Direct elements combined with â₁ give −0.13686 Ha for the clean chain and −0.13681 Ha with C, about 4% larger in magnitude than the rebuilt clean value; at k = 0 the direct element exceeds the selected rebuilt one in magnitude by 0.08714 − 0.08352 = 0.0036 Ha. The higher bands add −0.0050 Ha to the band-3 term −0.0821 Ha, while the rebuilt element, which puts the whole normalised weight on the gap to band 3, reaches only −0.21289 × 0.9000 × 0.4359 = −0.0835 Ha. None of these numbers is a unique true ICOHP, since each belongs to a basis and a definition. They agree within 5%, and the lowest-two value is about half of each.

The energy shift was tested by adding 0.5 Ha to the clean potential. With N = M the ICOHP does not change. With the occupied band alone it moves from −0.40134 to −0.40134 + 4 × 0.5 × 0.39262² = −0.09304 Ha, and in the nonorthogonal basis from −0.22112 to −0.22112 + 0.5 × 0.21066 = −0.11579 Ha.

In the sweep of V_C, the lowest-two and selected values coincide up to 0.9 Ha, and bands 2 and 3 exchange character between 0.9 Ha (s₂ = 0.107) and 1.0 Ha (s₂ = 0.958). Beyond that the lowest-two ICOHP runs −0.1063, −0.0660, −0.0242 Ha while the charge spilling stays below 0.016. Selection is imperfect near the exchange: at the sampled depths 0.9 and 1.0 Ha it gives −0.1291 and −0.1327 Ha, 1.5% smaller and 1.2% larger in magnitude than the clean value. These two depths do not bound the error between them, where the two bands share the local state and the choice passes from band 2 to band 3. These signs are what level repulsion would give, pushing the antibonding band down while C is above it and up once C is below; this reading is a conjecture. The three-orbital value passes through at −0.1312 and −0.1311 Ha.

Setting the bands and the basis

For the construction analysed here, take as many bands as orbitals and work in the Löwdin basis; with fewer bands the bond terms depend on the energy zero, and with more the projected bands cannot be orthonormalised. This does not make N > M useless: if A has rank M, its singular value decomposition still gives U = WV†, now with orthonormal rows, so UU† = 1 and the shift symmetry holds, and with all bands AA† = 1, U = A and UεU† = H^L. What is given up is that the band energies are in general no longer the eigenvalues of H̃, and, since the columns of U are no longer orthonormal, u_j†H̃u_j = Σ_i ε_i|u_i†u_j|² in general differs from ε_j, so the band-energy partition no longer closes. At each k form S, A and its singular value decomposition, set U = WV†, build H̃, and transform H̃ and the coefficient products to real space. The form WV† avoids dividing by a small σ.

Judge the set by s_j for every band in it, empty ones included, and by the smallest σ over the mesh. A set spilling near 1/M, with the other bands well represented, is the signature of one unrepresented band that is in the set at every k. An intruder present on only a fraction f of the mesh gives about f/M, one that mixes with the band it displaces also gives less than 1/M, and a set average hides it further as M grows. The charge spilling, the reproduced bands, the closing energy partition and the zero sum of the areas cannot reveal it: the first does not involve empty bands, and the other three hold for any unitary U.

When a band fails, the sum rule says that the missing orbital weight sits in bands outside the set, so compute more plane-wave bands than M and look at 1 − s_j above the set. If one band holds that weight at every k, select it in place of the intruder. If two bands share it, no choice of one carries the local state, the choice may switch between k-points, and either the basis is enlarged by an orbital that describes the intruder, with one more band, or both bands are kept with the same orbitals through the rectangular U = WV†, at the price stated above for N > M. The larger basis changes the Löwdin orbitals, so ICOHP values are comparable within one basis. Where H can be applied to the orbitals, the direct element H^L_AB involves no choice of bands. It differs from the rebuilt one both when the gap is wrong and when the orbitals leave weight on high bands, so a large difference points to a wrong gap only if that weight, multiplied by its gaps, is small. That holds in the chain above, where at k = 0 the direct −0.0871 Ha stands against −0.0835 Ha for the selected bands and −0.0459 Ha for the lowest two.

Values computed for the example and the checks

```
L 14.0 bohr, w 1.0 bohr, alpha 0.4 bohr^-2, tau A B C -1.5 1.5 7.0 bohr
V_A 1.2, V_B 1.0, V_C 1.1 Ha; plane waves 61; k-points 24
S_AB(k=0) 0.16530; check k 0.06732 bohr^-1
check k: PW bands -0.651127 -0.543387 -0.437915 Ha; FD bands -0.651127 -0.543387 -0.437915 Ha
clean{1,2} k=0: e1-3 -0.65090 -0.43815 0.02148 Ha; s1-3 0.0040 0.0135 1.0000
clean{1,2} k=0: a_first 0.8980 0.4355; a_second 0.4333 -0.8937; O12 -0.00014
clean{1,2} k=0: sigma 0.9980 0.9932; u1 0.8998 0.4363; ahat1 0.8998 0.4364; sin tilt 0.00007
clean{1,2} k=0: H_AB rebuilt -0.08352 Ha; direct -0.08715 Ha
clean{1,2} mesh: charge spilling 0.0040; set spilling 0.0089
clean{1,2} mesh: min sigma 0.9929; max sin tilt 0.0001
clean{1,2} mesh: H_AB(0) -0.08349 Ha; D_AB(0) 0.39255
clean{1,2} ICOHP(R=0) -0.13110 Ha = -3.567 eV; sum over R -0.13110 Ha
low{1,2} k=0: e1-3 -0.65117 -0.54315 -0.43828 Ha; s1-3 0.0070 0.9962 0.0151
low{1,2} k=0: a_first 0.8964 0.4352; a_second 0.0617 0.0015; O12 0.05601
low{1,2} k=0: sigma 0.9981 0.0255; u1 0.8742 0.4855; ahat1 0.8996 0.4368; sin tilt 0.05492
low{1,2} k=0: H_AB rebuilt -0.04585 Ha; direct -0.08714 Ha
low{1,2} mesh: charge spilling 0.0059; set spilling 0.4992
low{1,2} mesh: min sigma 0.0255; max sin tilt 0.0549
low{1,2} mesh: H_AB(0) -0.04209 Ha; D_AB(0) 0.39203
low{1,2} ICOHP(R=0) -0.06601 Ha = -1.796 eV; sum over R -0.06661 Ha
sel{1,3} k=0: e1-3 -0.65117 -0.54315 -0.43828 Ha; s1-3 0.0070 0.9962 0.0151
sel{1,3} k=0: a_first 0.8964 0.4352; a_second 0.4318 -0.8936; O12 -0.00183
sel{1,3} k=0: sigma 0.9967 0.9922; u1 0.9000 0.4359; ahat1 0.8996 0.4368; sin tilt 0.00092
sel{1,3} k=0: H_AB rebuilt -0.08352 Ha; direct -0.08714 Ha
sel{1,3} mesh: charge spilling 0.0059; set spilling 0.0123
sel{1,3} mesh: min sigma 0.9886; max sin tilt 0.0018
sel{1,3} mesh: H_AB(0) -0.08389 Ha; D_AB(0) 0.39261
sel{1,3} ICOHP(R=0) -0.13175 Ha = -3.585 eV; sum over R -0.13175 Ha
V_C case mean bands -0.65107 -0.54372 -0.43739 Ha
V_C case mean spillings bands 1-3 0.0059 0.9926 0.0187
gaps e2-e1 0.10735, e3-e1 0.21368 Ha; ratio 0.5024
low without tilt -0.06615 Ha; ratio to sel 0.5021; low/sel 0.5010
3 orbitals: ICOHP -0.13091 Ha = -3.562 eV; spillings 0.0040 0.0066 0.0126
A-B term of bands 1,2: low -0.06601 0.06601 Ha
A-B term of bands 1-3: 3 orbitals -0.13091 0.00036 0.13055 Ha
direct-element ICOHP: clean -0.13686, V_C case -0.13681 Ha
shift 0.5 Ha, N=1: ICOHP -0.40134 -> -0.09304 Ha; D_AB 0.39262
shift, nonorthogonal: -0.22112 -> -0.11579 Ha; ICOOP 0.21066
M=4 limit error: eta 1e-3 4.225e-03, eta 1e-4 4.227e-04 Ha
sweep: V_C(Ha) s1 s2 s3 | ICOHP(Ha) low sel 3-orbital direct
0.0 0.0040 0.0138 0.9976 | -0.1311 -0.1311 -0.1317 -0.1369
0.6 0.0041 0.0166 0.9955 | -0.1309 -0.1309 -0.1313 -0.1368
0.8 0.0043 0.0269 0.9854 | -0.1304 -0.1304 -0.1312 -0.1368
0.9 0.0044 0.1066 0.9058 | -0.1291 -0.1291 -0.1312 -0.1368
1.0 0.0048 0.9576 0.0546 | -0.1063 -0.1327 -0.1311 -0.1368
1.1 0.0059 0.9926 0.0187 | -0.0660 -0.1318 -0.1309 -0.1368
1.2 0.0157 0.9865 0.0151 | -0.0242 -0.1316 -0.1295 -0.1367
```
